# The Gel Point of Condensing Metal-Oxide Clusters: a program that tests the result

```python
"""
Result under test: identical clusters with f equivalent sites, condensing at
random without loops in finite molecules, form an infinite network only when
the conversion p (fraction of all sites that have reacted) exceeds 1/(f-1).

Symbols
  f    sites per cluster              p    conversion of sites
  X_n  number-average molecule size   X_w  weight-average molecule size
  v    probability that the branch behind one site is finite
  G    gel fraction: share of clusters in the infinite network
Sizes are counted in clusters per molecule; all quantities are pure numbers.
The formulas are compared with random pairing of sites in finite samples, in
which loops are allowed and molecules are found as connected components.
"""
import numpy as np
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components

rng = np.random.default_rng(2024)


def threshold(f):
    return 1.0 / (f - 1)


def number_average(f, p):
    return 1.0 / (1.0 - f * p / 2.0)


def weight_average(f, p):
    return (1.0 + p) / (1.0 - (f - 1) * p)


def finite_branch_probability(f, p):
    """Root below one of 1 = p (1 + v + ... + v^(f-2)), otherwise one."""
    if p <= threshold(f):
        return 1.0
    return brentq(lambda v: p * sum(v**j for j in range(f - 1)) - 1.0,
                  0.0, 1.0, xtol=1e-15)


def gel_fraction(f, p):
    return 1.0 - finite_branch_probability(f, p)**f


def random_condensation(n_clusters, f, p):
    """Pair randomly chosen sites; return molecule sizes and loop count."""
    n_bonds = int(round(p * f * n_clusters / 2))
    sites = rng.permutation(n_clusters * f)[:2 * n_bonds]
    owner = sites // f
    bonds = coo_matrix((np.ones(n_bonds), (owner[:n_bonds], owner[n_bonds:])),
                       shape=(n_clusters, n_clusters)).tocsr()
    n_molecules, label = connected_components(bonds, directed=False)
    sizes = np.bincount(label).astype(float)
    loops = n_bonds - (n_clusters - n_molecules)
    return sizes, loops


def sample_means(n_clusters, f, p, runs):
    """Mean X_n, X_w and largest-molecule fraction over several samples."""
    rows = []
    for _ in range(runs):
        sizes, _ = random_condensation(n_clusters, f, p)
        rows.append((n_clusters / len(sizes), np.sum(sizes**2) / n_clusters,
                     sizes.max() / n_clusters))
    return np.mean(rows, axis=0)


def survival(f, p, generations):
    """Probability that a branch is still growing after many generations."""
    v = 0.0
    for _ in range(generations):
        v = 1.0 - p + p * v**(f - 1)
    return 1.0 - v


# Locate the onset of unlimited growth from the generation recursion alone.
# The survival cut of 1e-3 shifts the located onset upward by up to 0.3 %.
print("Threshold conversion: located by generations | 1/(f-1)")
for f in (3, 4, 6, 8):
    low, high = 0.0, 1.0
    for _ in range(20):
        middle = 0.5 * (low + high)
        if survival(f, middle, 20000) > 1e-3:
            high = middle
        else:
            low = middle
    assert abs(high / threshold(f) - 1.0) < 5e-3
    print(f"  f = {f}: {high:.4f} | {threshold(f):.4f}")

# Two sites per cluster: no network at incomplete conversion.
assert survival(2, 0.99, 20000) < 1e-10

# The recursion must settle on the root used for the gel fraction.
for f, p in ((3, 0.6), (4, 0.5), (6, 0.24), (6, 0.30)):
    assert abs(1 - survival(f, p, 5000)
               - finite_branch_probability(f, p)) < 1e-10

# Random pairing below and above the threshold.
n_large = 200000
print(f"Random pairing, {n_large} clusters, mean of 5 samples")
print("  largest-molecule fraction: sample | G from formula")
for f in (3, 4, 6):
    p = 0.5 * threshold(f)
    xn, xw, _ = sample_means(n_large, f, p, 5)
    assert abs(xn / number_average(f, p) - 1) < 1e-3
    assert abs(xw / weight_average(f, p) - 1) < 0.03
    for ratio in (0.8, 1.2):
        p = ratio * threshold(f)
        _, _, largest = sample_means(n_large, f, p, 5)
        if ratio < 1:
            assert largest < 0.005
        else:
            # sampling error of the mean is a few thousandths
            assert abs(largest - gel_fraction(f, p)) < 0.015
        print(f"  f = {f}, p = {p:.4f}: {largest:.4f} | "
              f"{gel_fraction(f, p):.4f}")

# Loops: their mean number must not grow with the sample size.
f = 6
p_loop = 0.15
loops_formula = -0.5 * np.log(1 - (f - 1) * p_loop)
print(f"Mean number of loops in a whole sample, f = {f}, p = {p_loop:.2f}")
for n_small in (2500, 10000):
    counts = [random_condensation(n_small, f, p_loop)[1] for _ in range(800)]
    mean_loops = np.mean(counts)
    # statistical error of the mean is about 0.03
    assert abs(mean_loops - loops_formula) < 0.12
    print(f"  {n_small} clusters, 800 samples: {mean_loops:.2f}")
print(f"  formula for large samples: {loops_formula:.3f}")

# Initial slope of the gel fraction against relative excess conversion.
for f in (3, 4, 6, 8):
    excess = 1e-5
    slope = gel_fraction(f, threshold(f) * (1 + excess)) / excess
    assert abs(slope / (2 * f / (f - 2)) - 1) < 1e-3

# Worked example with six sites per cluster.
f = 6
pc = threshold(f)
print(f"Worked example: f = {f} sites per cluster")
print(f"  threshold conversion: {pc:.4f} ({100 * pc:.1f} %)")
print(f"  reacted sites per cluster at threshold: {f * pc:.2f}")
print(f"  bonds per cluster at threshold: {f * pc / 2:.2f}")
print(f"  X_n at threshold: {number_average(f, pc):.2f} clusters")
print(f"  conversion with one bond per cluster: {2 / f:.4f}")
print("  below threshold: p, X_n, X_w (clusters)")
for p in (0.10, 0.15, 0.19, 0.199):
    print(f"    {p:.3f}, {number_average(f, p):.3f}, "
          f"{weight_average(f, p):.2f}")
xn, xw, _ = sample_means(n_large, f, 0.15, 16)
assert abs(xn / number_average(f, 0.15) - 1) < 1e-3
assert abs(xw / weight_average(f, 0.15) - 1) < 0.03
print(f"  random pairing at p = 0.150: X_n = {xn:.3f}, X_w = {xw:.2f}")
print("  above threshold: p, v, G")
for p in (0.21, 0.22, 0.24, 0.30):
    print(f"    {p:.2f}, {finite_branch_probability(f, p):.4f}, "
          f"{gel_fraction(f, p):.4f}")
_, _, largest = sample_means(n_large, f, 0.30, 5)
assert abs(largest - gel_fraction(f, 0.30)) < 0.01
print(f"  random pairing at p = 0.30: largest fraction = {largest:.4f}")
slope = gel_fraction(f, pc * (1 + 1e-5)) / 1e-5
print(f"  initial slope of G per relative excess conversion: {slope:.3f}")

print("finished without a failed check")
```

Running it gives:

```
Threshold conversion: located by generations | 1/(f-1)
  f = 3: 0.5003 | 0.5000
  f = 4: 0.3337 | 0.3333
  f = 6: 0.2004 | 0.2000
  f = 8: 0.1433 | 0.1429
Random pairing, 200000 clusters, mean of 5 samples
  largest-molecule fraction: sample | G from formula
  f = 3, p = 0.4000: 0.0006 | 0.0000
  f = 3, p = 0.6000: 0.7043 | 0.7037
  f = 4, p = 0.2667: 0.0005 | 0.0000
  f = 4, p = 0.4000: 0.5437 | 0.5415
  f = 6, p = 0.1600: 0.0006 | 0.0000
  f = 6, p = 0.2400: 0.4390 | 0.4370
Mean number of loops in a whole sample, f = 6, p = 0.15
  2500 clusters, 800 samples: 0.68
  10000 clusters, 800 samples: 0.72
  formula for large samples: 0.693
Worked example: f = 6 sites per cluster
  threshold conversion: 0.2000 (20.0 %)
  reacted sites per cluster at threshold: 1.20
  bonds per cluster at threshold: 0.60
  X_n at threshold: 2.50 clusters
  conversion with one bond per cluster: 0.3333
  below threshold: p, X_n, X_w (clusters)
    0.100, 1.429, 2.20
    0.150, 1.818, 4.60
    0.190, 2.326, 23.80
    0.199, 2.481, 239.80
  random pairing at p = 0.150: X_n = 1.818, X_w = 4.59
  above threshold: p, v, G
    0.21, 0.9756, 0.1377
    0.22, 0.9523, 0.2540
    0.24, 0.9087, 0.4370
    0.30, 0.7957, 0.7462
  random pairing at p = 0.30: largest fraction = 0.7469
  initial slope of G per relative excess conversion: 3.000
finished without a failed check
```
